\section*{Uniform pseudomagnetic field and Landau levels from threefold strain in graphene}

\section{The displacement}

\textbf{Q.} You say that stretching graphene can imitate a magnetic field. A smooth deformation usually gives a different strain at each point. Why should the imitation field be uniform?

\textbf{A.} The field will turn out to be a first derivative of strain, and strain is a first derivative of displacement. A quadratic displacement therefore gives a constant. What must be found is which quadratic displacement makes that constant nonzero.

Write $z=x+iy$ and $u=u_x+iu_y$. The general quadratic displacement, with six real coefficients, is
\begin{equation}
u=\alpha\bar z^2+\gamma z^2+\eta z\bar z ,
\end{equation}
with $\alpha,\gamma,\eta$ complex. Threefold symmetry means that rotating the position by $120^\circ$ rotates the displacement by the same angle: $u(\omega z)=\omega u(z)$, with $\omega=e^{2\pi i/3}$. The three terms acquire the factors $\bar\omega^2=\omega$, $\omega^2$ and $1$. The first factor alone is the required one, so $u=\alpha\bar z^2$.

This pattern has no dilation and no local rotation at first order, because
\begin{equation}
\tfrac12(\partial_x-i\partial_y)u=\tfrac12\left[(\partial_xu_x+\partial_yu_y)+i(\partial_xu_y-\partial_yu_x)\right]=\partial_z u=0 .
\end{equation}

\textbf{Q.} So threefold symmetry settles the matter?

\textbf{A.} Not yet. The phase of $\alpha$ sets the orientation of the pattern relative to the crystal. To see its effect we need the electrons.

\section{From strain to a gauge field}

\textbf{Q.} Electrons in a neutral sheet feel no Lorentz force from a stretched bond. Where does a vector potential come from?

\textbf{A.} From unequal hopping. I use nearest-neighbour tight binding without interactions, for a flat sheet whose two sublattices A and B both follow $u$. Positions are those of the unstrained lattice, and $\hbar=1$. With $x$ along a zigzag row and bond length $a$, the vectors from A to B are
\begin{equation}
\delta_1=a(0,1),\qquad \delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).
\end{equation}
The Hamiltonian element is $H_{AB}=-\sum_jt_je^{i\mathbf k\cdot\delta_j}$. At $\mathbf K=(4\pi/(3\sqrt3a),0)$ the phase factors are $1,\omega,\bar\omega$. They sum to zero, so the unstrained bands touch there. Put $\mathbf k=\mathbf K+\mathbf q$ and expand to first order, using $\omega+\bar\omega=-1$ and $\omega-\bar\omega=i\sqrt3$:
\begin{align}
H_{AB}&=-it_0a\left[q_y+\omega\left(\tfrac{\sqrt3}{2}q_x-\tfrac12q_y\right)+\bar\omega\left(-\tfrac{\sqrt3}{2}q_x-\tfrac12q_y\right)\right]\nonumber\\
&=-it_0a\left[\tfrac32q_y+\tfrac{3i}{2}q_x\right]=v(q_x-iq_y),\qquad v=\tfrac32t_0a .
\end{align}

Now strain the bonds. Take $t(d)=t_0e^{-\beta(d/a-1)}$ and $\mathbf n_j=\delta_j/a$. To first order the bond length changes by $a\,\mathbf n_j\cdot\varepsilon\cdot\mathbf n_j$, where $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$. Hence
\begin{equation}
\delta t_j=-\beta t_0\,\mathbf n_j\cdot\varepsilon\cdot\mathbf n_j .
\end{equation}
The projections are $\varepsilon_{yy}$ for bond 1 and $\frac34\varepsilon_{xx}+\frac14\varepsilon_{yy}\mp\frac{\sqrt3}{2}\varepsilon_{xy}$ for bonds 2 and 3. At $\mathbf q=0$ this gives
\begin{align}
\delta H_{AB}&=\beta t_0\left[\varepsilon_{yy}-\left(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\right)-\tfrac{\sqrt3}{2}(i\sqrt3)\varepsilon_{xy}\right]\nonumber\\
&=\beta t_0\left[-\tfrac34(\varepsilon_{xx}-\varepsilon_{yy})-\tfrac{3i}{2}\varepsilon_{xy}\right].
\end{align}
Setting this equal to $v(A_x-iA_y)$ and dividing by $v$ yields
\begin{equation}
\mathbf A=\frac{\beta}{2a}\left(-(\varepsilon_{xx}-\varepsilon_{yy}),\,2\varepsilon_{xy}\right),\qquad H_{AB}=v\left[(q_x+A_x)-i(q_y+A_y)\right].
\end{equation}
Strain moves the band-touching point to $\mathbf q=-\mathbf A$.

\textbf{Q.} You used uniform strain, but here it varies from bond to bond.

\textbf{A.} For a quadratic $u$, the difference $u(\mathbf r+\delta_j)-u(\mathbf r)$ equals $(\delta_j\cdot\nabla)u$ at the bond midpoint. Using the strain at the atom instead leaves $\mathbf A$ unchanged: by threefold symmetry the correction is the same for all three bonds, and the phase factors sum to zero. I then replace $\mathbf q$ by $\mathbf p=-i\nabla$, which requires envelopes that are smooth on the scale $a$. The products of $\delta t_j$ with $\mathbf q$, which make the velocity depend on position, are dropped. They are smaller than the velocity term by a factor of order $\beta\varepsilon$.

\section{The field}

\textbf{Q.} Then show me the curl, and do not choose the orientation in advance.

\textbf{A.} Let $\alpha=\alpha_1+i\alpha_2$. Then
\begin{equation}
u_x=\alpha_1(x^2-y^2)+2\alpha_2xy,\qquad u_y=\alpha_2(x^2-y^2)-2\alpha_1xy,
\end{equation}
so that $\varepsilon_{xx}=-\varepsilon_{yy}=2\alpha_1x+2\alpha_2y$ and $\varepsilon_{xy}=2\alpha_2x-2\alpha_1y$. Therefore
\begin{align}
\mathbf A&=\frac{2\beta}{a}\left(-\alpha_1x-\alpha_2y,\,\alpha_2x-\alpha_1y\right),\\
b&=\partial_xA_y-\partial_yA_x=\frac{2\beta}{a}(\alpha_2+\alpha_2)=\frac{4\beta}{a}\,\mathrm{Im}\,\alpha .
\end{align}
The field is uniform at this order. The $\alpha_1$ part of $\mathbf A$ is the gradient of $-\beta\alpha_1r^2/a$ and can be removed by a phase change of the wavefunction. A threefold pattern with real $\alpha$ strains the sheet just as strongly and produces no field.

The full effect comes from $\alpha=ic$, that is
\begin{equation}
\mathbf u=c\,(2xy,\,x^2-y^2),\qquad \mathbf A=\frac b2(-y,x),\qquad b=\frac{4\beta c}{a}.
\end{equation}
Here $b$ is an inverse area. The equivalent magnetic field is $B=\hbar b/e$, and the magnetic length is $\ell=b^{-1/2}$ for $b>0$.

\textbf{Q.} A magnetic field breaks time-reversal symmetry. Stretching does not.

\textbf{A.} The other valley restores it. Since the hoppings are real, the element at $\mathbf K'=-\mathbf K$ is the complex conjugate of that at $\mathbf K$ with $\mathbf q\to-\mathbf q$:
\begin{equation}
H'_{AB}=-v\left[(q_x-A_x)+i(q_y-A_y)\right].
\end{equation}
The vector potential, and with it the field, has the opposite sign there.

\section{The levels}

\textbf{Q.} Ordinary Landau levels are equally spaced. Do you get that ladder?

\textbf{A.} The commutator decides. Take $c>0$ and define $\boldsymbol\pi=\mathbf p+\mathbf A$ and $D=\pi_x-i\pi_y$. Then
\begin{align}
[\pi_x,\pi_y]&=[p_x,A_y]+[A_x,p_y]=-i\partial_xA_y+i\partial_yA_x=-ib,\\
[D,D^\dagger]&=2i[\pi_x,\pi_y]=2b .
\end{align}
So $D=\sqrt{2b}\,\hat a$ with $[\hat a,\hat a^\dagger]=1$. The two-component equation is
\begin{equation}
vD\psi_B=E\psi_A,\qquad vD^\dagger\psi_A=E\psi_B .
\end{equation}
Applying $vD^\dagger$ to the first equation and using the second gives $v^2D^\dagger D\psi_B=E^2\psi_B$, or $2v^2b\,\hat a^\dagger\hat a\,\psi_B=E^2\psi_B$. The number operator has eigenvalues $n=0,1,2,\ldots$, so
\begin{equation}
E_n=\pm v\sqrt{2bn}=\pm\tfrac32t_0a\sqrt{\frac{8\beta cn}{a}}=\pm t_0\sqrt{18\,\beta ac\,n}.
\end{equation}
The square root appears because the Hamiltonian is linear in momentum: the equally spaced quantity is $E^2$. For $n\ge1$, $\psi_B=|n\rangle$ and $\psi_A=\pm|n-1\rangle$, up to normalization. Reversing $c$ reverses $b$, and the energies then contain $|b|$.

\textbf{Q.} What about $n=0$? Squaring an equation can create false solutions.

\textbf{A.} At $E=0$ the original equations separate into $D\psi_B=0$ and $D^\dagger\psi_A=0$. The second has no normalizable solution, since $\|D^\dagger\psi_A\|^2=2b\langle\hat a^\dagger\hat a+1\rangle\ge2b$ for normalized $\psi_A$. The first does have solutions. In this gauge $D=-2i(\partial_z+b\bar z/4)$, and
\begin{equation}
\psi_{B,m}\propto\bar z^{\,m}e^{-br^2/4},\qquad m=0,1,2,\ldots
\end{equation}
The squared norm is $\pi m!(2/b)^{m+1}$. Summing the normalized densities gives
\begin{equation}
\frac b{2\pi}e^{-br^2/2}\sum_m\frac{(br^2/2)^m}{m!}=\frac b{2\pi}
\end{equation}
per valley and spin.

In the other valley $D'=-(\pi'_x+i\pi'_y)$, with $\boldsymbol\pi'=\mathbf p-\mathbf A$. Then $[\pi'_x,\pi'_y]=ib$ and $[D',D'^\dagger]=-2i(ib)=2b$ again. The levels agree, and both zero levels lie on B.

\textbf{Q.} Could an experiment distinguish this from a real magnetic field?

\textbf{A.} In this model, yes. A real perpendicular field adds a curl $b_m$ of the same sign in both valleys. The total curls become $b_m+b$ and $b_m-b$, giving
\begin{equation}
E_n=\pm v\sqrt{2n|b_m\pm b|},
\end{equation}
where the sign under the root labels the valley. The ladders split. At $b_m=b$ one valley has no net field. For $b_m>b$ its curl has changed sign, and its zero level lies on A.

\section{A disc of finite size}

\textbf{Q.} Give me numbers, and do not use the continuum equation to confirm itself.

\textbf{A.} Take $a=1.42$~\AA, $t_0=2.7$~eV, $\beta=3$, $c=10^{-4}$~\AA$^{-1}$ and a disc of radius $R=300$~\AA. The principal strains are $\pm2cr$, reaching $\pm0.06$ at the edge. The formulas give
\begin{align}
b&=\frac{4(3)(10^{-4})}{1.42}=8.45\times10^{-4}\ \text{\AA}^{-2},\qquad \ell=34.4\ \text{\AA},\\
v&=1.5(2.7)(1.42)=5.751\ \text{eV\,\AA},\\
E_1&=5.751\sqrt{2(8.45\times10^{-4})}=0.236\ \text{eV}.
\end{align}
The field corresponds to $B=55.6$~T.

For an independent test, the disc was built from 107\,914 atoms, with each hopping computed from the displaced positions. The levels are peaks in the smoothed local density of states on the central A atom, read on an energy grid of 0.0005~eV.
\begin{center}
\begin{tabular}{ccc}
$n$ & formula (eV) & disc (eV)\\
1 & 0.2364 & 0.2365\\
2 & 0.3344 & 0.3345\\
3 & 0.4095 & 0.4100\\
4 & 0.4729 & 0.4735\\
5 & 0.5287 & 0.5295
\end{tabular}
\end{center}
The disc ratio $E_4/E_1$ is 2.002, where the square-root law gives 2. The largest difference in the table is about 0.15\% of the formula value. The grid step is itself 0.1 to 0.2\% of these energies; resolved more finely, the difference grows with $n$ from 0.02\% to 0.19\%.

\textbf{Q.} And the unusual zero level?

\textbf{A.} Two valleys and a cell area $A_c=\frac{3\sqrt3}{2}a^2$ predict a weight $2(b/2\pi)A_c=1.409\times10^{-3}$ on a B atom, per spin. Within $|E|\le0.3E_1$ the disc gives $1.411\times10^{-3}$ on the B atom next to the centre and $1.4\times10^{-8}$ on the central A atom.

Changing $\alpha$ from $ic$ to $c$, at the same strain magnitude, lowers the B weight to $1.43\times10^{-4}$. It need not vanish, because field-free graphene has states near zero energy. Their density per B atom and spin is $A_c|E|/(2\pi v^2)$, and its integral over the window is $0.09\,bA_c/\pi=1.27\times10^{-4}$. The remaining difference may come from the finite disc, the smoothing and effects of strain that this estimate omits; I have not separated them.

\section{Where the result bends or fails}

\textbf{Q.} At the edge $\beta\varepsilon$ is 0.18. Is the field still uniform there?

\textbf{A.} Not beyond first order. The local field, found from the band-touching point with the full hopping law, is 6 to 10\% above $b$ around the edge. Near the centre the error is much smaller, because a correction linear in position cannot be threefold symmetric; the first allowed one is proportional to $r^2$. Halfway to the edge the disc gives $E_1=0.2375$~eV, about 0.5\% above its central value once the grid step is allowed for, with a slight dependence on direction. The formula also needs $a\ll\ell\ll R$, and orbits that do not reach the edge.

\textbf{Q.} A real sheet would not stay flat under 6\% compression.

\textbf{A.} A free one would buckle. For a clamped disc under equal compression $N$, the height obeys $\kappa\nabla^4h+N\nabla^2h=0$. Its radial solution $J_0(kr)+\text{const}$, with $k^2=N/\kappa$, has zero edge slope when $J_1(kR)=0$. With a rough rigidity $\kappa=1.5$~eV and sheet stiffness 21~eV/\AA$^2$, the threshold strain is about $10^{-5}$. Our loading vanishes at the centre and stretches one direction while compressing the other, which raises the threshold roughly tenfold, but the gap to 0.06 is still huge.

A uniform pre-stretch $\varepsilon_0=0.06$ removes the compression and raises the largest edge strain to 0.12. It multiplies every hopping by $e^{-\beta\varepsilon_0}$ and leaves the relative differences, hence $\mathbf A$, unchanged at leading order. With $c$ and $R$ fixed, $E_1$ falls to 0.1975~eV, in the formula and in the atomistic disc alike.

\textbf{Q.} Must both sublattices follow the same displacement?

\textbf{A.} In a real crystal they can shift relative to each other. Consider bond-stretching and angle-bending springs and a traceless strain of size $e$. For a relative shift $w$ (in units of $a$) along the strain axis, with a bond on that axis, a bond at angle $\phi$ stretches by $(e+w)\cos\phi$ and turns by $(e-w)\sin\phi$. The cell energy is
\begin{equation}
U=\tfrac12K_1(e+w)^2+\tfrac12K_2(e-w)^2 .
\end{equation}
Minimizing over $w$ gives $e+w=fe$, with $f=2K_2/(K_1+K_2)$, so the stretches and the field shrink by $f$. The minimum energy is $K_1fe^2$, while an equal dilation costs $K_1e^2$. Thus $f$ is the ratio of shear to bulk modulus, which in two dimensions is $(1-\nu)/(1+\nu)$. A rough Poisson ratio $\nu=0.17$ gives $f=0.71$ and $E_1=0.199$~eV without pre-stretch. This link between $f$ and $\nu$ belongs to the two-spring model, which has no coupling between stretching and bending. Bond-order carbon potentials have such a coupling and break the link: a Tersoff potential gives $f=0.52$ with a modulus ratio of 0.88, and a Brenner potential gives $f=0.20$ with a ratio of 0.42. The value 0.71 therefore shows the kind of reduction to expect, not its size in real graphene.

\textbf{Q.} How close, then, is this example to real graphene?

\textbf{A.} The bond length, hopping and decay parameter are roughly typical of graphene. The edge strain is large, and the prescribed displacement would need a support or controlled edge forces. Among the assumptions whose effect was estimated here, rigid sublattices and a flat sheet without pre-stretch matter most: correcting either one lowers $E_1$ by about 16\%, the first only if the two-spring value $f=0.71$ is adopted; a smaller $f$ lowers it further. If the two factors multiply, which was not tested, $E_1$ is near 0.17~eV.

Other effects are smaller for the energies, using rough inputs. In the unstrained lattice, second-neighbour hopping of 0.1~eV changes the band energy at $E_1$ by $0.1\,(E_1/t_0)^2\approx0.0008$~eV. In the strained sheet it also adds a potential of second order in strain, because second neighbours do not share the gauge field $\mathbf A$. This potential vanishes at the centre and has a size of roughly 0.02~eV at the edge if the second-neighbour hopping decays at the same rate per unit length, $\beta/a$, as the first; with the slower rate $\beta/(\sqrt3a)$ it is about 0.01~eV. The second-order area change, $-(2cr)^2$, is $-0.0036$ at the edge; with a deformation potential of 4~eV it gives an unscreened potential of 0.014~eV there and none at the centre. A mobility of 5000~cm$^2$/Vs implies a width $\hbar/\tau=0.004$~eV at $E_1$, based on the transport time. Interactions and substrate potentials have not been sized.

Temperature matters more for a probe, such as tunnelling, whose resolution is set by the thermal window. At 300~K the thermal window has a full width of 0.091~eV at half maximum, against $E_2-E_1=0.098$~eV before the reductions above. A probe with that thermal resolution would barely separate these levels, and would not separate them at all if $E_1$ is near 0.17~eV, so it needs cooling to show the ladder clearly. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
bond length a: 1.42 angstrom
hopping t0: 2.7 eV
decay parameter beta: 3.0
displacement coefficient c: 1.0e-04 1/angstrom
disc radius: 300 angstrom
atoms in disc: 107914
independent threefold quadratic patterns: 2
principal strain at edge: +-0.060
velocity v (hbar = 1): 5.751 eV angstrom
pseudofield b, formula: 8.4507e-04 1/angstrom^2
pseudofield b, from band touching point: 8.4507e-04 1/angstrom^2
pseudofield B: 55.6 T
magnetic length: 34.4 angstrom
level n=1: formula 0.2364 eV, disc 0.2365 eV
level n=2: formula 0.3344 eV, disc 0.3345 eV
level n=3: formula 0.4095 eV, disc 0.4100 eV
level n=4: formula 0.4729 eV, disc 0.4735 eV
level n=5: formula 0.5287 eV, disc 0.5295 eV
disc ratio E4/E1: 2.002
zero-level weight on B site, formula: 1.409e-03
zero-level weight on B site, disc: 1.411e-03
same energy window, A site: 1.404e-08
same window, B site, pattern with phase 0: 1.427e-04
local field at edge / b, lowest: 1.064
local field at edge / b, highest: 1.098
E1 at half radius, disc: 0.2375 eV
Poisson ratio (rough): 0.17
field factor from sublattice relaxation: 0.709
E1 with relaxation: 0.1991 eV
bending rigidity (rough): 1.5 eV
sheet stiffness (rough): 21 eV/angstrom^2
buckling strain, order of magnitude: 1.2e-05
E1 with pre-stretch equal to edge strain, formula: 0.1975 eV
E1 with that pre-stretch, disc: 0.1975 eV
spacing E2 - E1: 0.0979 eV
thermal width (full, half maximum) at 300 K: 0.0911 eV
mobility (rough): 5000 cm2/Vs
scattering width hbar/tau at E1: 0.0043 eV
second-neighbour hopping (rough): 0.1 eV
its shift at E1: 0.0007 eV
second-order area change at edge: -0.0036
deformation potential (rough): 4 eV
unscreened potential at edge, size: 0.0144 eV
\end{verbatim}
